# Why a large on-off ratio does not guarantee low static power

## A transistor with a good ratio and a poor standby current

Take a p-channel thin-film transistor with threshold \(V_T=+2\) V. Its source is tied to the supply \(V_{DD}=5\) V of an inverter, and an n-channel transistor connects the output to ground. When the input is high, the gate and the source of the p-channel device are both at 5 V, so its gate-source voltage is \(V_{GS}=0\).

In the simplest picture, holes gather under the gate wherever \(V_T-V_{GS}-V\) is positive, with charge per area \(C(V_T-V_{GS}-V)\). Here \(C\) is the gate capacitance per area and \(V\) is the fall of the channel potential from the source. With mobility \(\mu\), width \(W\) and length \(L\), and with the drain at least 2 V below the source,

\[
I=\mu\frac WL\int_0^{V_T}C(V_T-V)\,dV=\mu C\frac WL\,\frac{V_T^2}{2}.
\]

For \(\mu=1\) cm²/Vs, \(C=141.7\) nF/cm² and \(W/L=5\), the prefactor is \(\mu CW/L=0.7085\) µA/V², and \(I=0.7085\times 2=1.417\) µA.

Now sweep the gate from −10 to +10 V with the drain 5 V below the source. Let the smallest current be set by a leakage path of 10 GΩ that ignores the gate: 5 V/10 GΩ = 0.5 nA. The largest current is tens of microamperes, so the on-off ratio is above \(10^4\). Using the sweep minimum as the standby current would give a static power of 2.5 nW. In this simple picture the inverter draws about 1.4 µA, or 7 µW. The minimum belongs to a positive gate-source voltage that this inverter never applies.

The abrupt threshold used here leaves out the tail of the current, which decides how negative a threshold must be. A smooth current law is needed for that.

## The current law

Let \(\phi=kT/q\), let \(s\) be the upward band bending in volts, and let \(V\) now denote the fall of the hole quasi-Fermi potential from the source. It runs from 0 at the source to \(V_{SD}\) at the drain. For Boltzmann holes in a thin film, the charge per area is

\[
Q=Q_0e^{(s-V)/\phi}.
\]

The film also holds \(N\) fixed acceptors per area, with charge \(-qN\), and interface traps of constant density in energy. The trap charge is linear in the distance between band and quasi-Fermi level, so it equals \(C_t(s-V)\), apart from a constant absorbed in a reference voltage \(V_0\). For a long channel the field across the dielectric balances the film charge:

\[
C(V_0-V_{GS}-s)=Q-qN+C_t(s-V).
\]

Write \(s=V+y\), where \(y=\phi\ln(Q/Q_0)\), divide by \(C\), and collect the terms in \(y\):

\[
V_0+\frac{qN}{C}-V_{GS}-V=\frac QC+n\phi\ln\frac{Q}{Q_0},\qquad n=1+\frac{C_t}{C}.
\]

With \(a=n\phi\) and \(u=Q/(Ca)\), the logarithm splits into \(\ln u+\ln(Ca/Q_0)\). Moving the constant part to the left gives

\[
\frac{V_T-V_{GS}-V}{a}=u+\ln u,\qquad
V_T=V_0+\frac{qN}{C}-a\ln\frac{Ca}{Q_0}.
\]

This defines \(V_T\): the exponential tail \(u\simeq e^{(V_T-V_{GS})/a}\), extrapolated, reaches \(u=1\) there. Acceptors raise \(V_T\) by \(qN/C\): at a given hole density, their negative charge must be balanced by extra positive charge on the gate, which takes that much more gate voltage.

The electrostatic potential is \(-s\), so drift and diffusion towards the drain add up to \(\mu Q\,s'-\mu\phi Q'\) per unit width, the prime meaning a derivative along the channel. From the exponential, \(\phi Q'=Q(s'-V')\), and the sum is \(\mu QV'\). The current is the same at every point of the channel, so integration from source to drain gives \(I=\mu(W/L)\int_0^{V_{SD}}Q\,dV\). At fixed gate voltage \(dV=-a(1+1/u)\,du\), hence

\[
\int_0^{V_{SD}}Q\,dV=Ca^2\int_{u_d}^{u_s}(u+1)\,du .
\]

Adding the leakage,

\[
I=K\left[\frac{u_s^2-u_d^2}{2}+u_s-u_d\right]+\frac{V_{SD}}{R_{\rm leak}},\qquad K=\mu C\frac WL a^2,
\]

where \(u_s\) and \(u_d\) are the values at source and drain. In the tail the channel current, leakage excluded, changes tenfold for every \(S=a\ln10\) of gate voltage. Far above threshold the ratio of \(u\) to \((V_T-V_{GS}-V)/a\) tends to one, and the opening formula returns as the leading term.

## The counter-example in numbers

Let \(S=0.50\) V per decade at 300 K, so \(a=0.2171\) V and \(K=0.7085\times0.2171^2\) µA = 33.40 nA. At \(V_{GS}=0\) and \(V_T=2\) V the source condition is \(u+\ln u=2/0.2171=9.21\), solved by \(u=7.23\). The drain term is negligible, and

\[
I(0)=33.40\,(26.15+7.23)\ \text{nA}+0.5\ \text{nA}\approx1.115\ \mu\text{A}.
\]

The square law gave 1.417 µA, which is 27% above this value. Its relative error fades only slowly at large overdrive. With \(x=u+\ln u\),

\[
\frac{u^2}{2}+u=\frac{x^2}{2}-x(\ln u-1)+\frac{(\ln u)^2}{2}-\ln u ,
\]

so the leading correction, relative to the square law, is \(-2(\ln u-1)/x\), or −21% here.

The n-channel partner obeys the mirrored law, with mobility 10 cm²/Vs, \(W/L=1\), threshold +1 V, swing 0.20 V per decade and leakage resistance 1000 GΩ. The low output level \(V_{OL}\) follows from equal currents:

\[
I_p(V_{GS}=0,\;V_{SD}=V_{DD}-V_{OL})=I_n(V_{GS}=V_{DD},\;V_{DS}=V_{OL}).
\]

As the output rises, the left side falls and the right side grows, so there is one solution. The static power is \(P=V_{DD}I_p\). Three p-channel devices that differ in threshold alone give:

| \(V_T\) (V) | Sweep ratio | \(I(0)\) (nA) | \(I(-5\,\text{V})/I(0)\) | \(P\), input high (nW) |
|---:|---:|---:|---:|---:|
| +2 | 61,600 | 1115 | 12.3 | 5577 |
| 0 | 47,900 | 24.8 | 296 | 124 |
| −1 | 41,000 | 0.83 | 5555 | 4.2 |

The device with the largest sweep ratio has the largest static power, 1340 times that of the device with the smallest ratio. All three share the same floor of 0.5 nA, while a higher threshold raises the current at the −10 V end of this fixed window. The quantity that improves the ratio therefore spoils the standby state.

The fourth column compares the two gate-source voltages set by ideal inputs of 0 and 5 V, with \(V_{SD}=5\) V in both. In the square-law limit with \(0<V_T\le V_{DD}\) and no leakage, the on-state charge stays positive along the whole channel, and

\[
\frac{I(-V_{DD})}{I(0)}=\frac{(V_{DD}+V_T)V_{DD}-V_{DD}^2/2}{V_T^2/2}=\left(1+\frac{V_{DD}}{V_T}\right)^2-1 .
\]

This is 11.25 for +2 V, against 12.3 for the full law with leakage. Changing the width multiplies both channel currents by the same factor and leaves their ratio alone.

The +2 V device also lifts the low output to 0.22 V. With the input at 0 V, the n-channel transistor blocks and the power is just 0.026 nW; an input of 0.22 V, as a preceding gate of this kind delivers, makes it 0.032 nW. If each input state lasts half the time, the average is 2.8 µW per gate, or 2.8 mW for a thousand gates. Charging a load \(C_L=1\) pF takes the energy \(C_LV_{DD}(V_{OH}-V_{OL})=23.9\) pJ from the supply in each cycle, \(V_{OH}\) being the high output level. Static power thus exceeds charging power below 2.789 µW/23.9 pJ ≈ 117 kHz. This estimate omits the current that flows while the input is changing.

## The general statement and its proof

**Statement.** Let the sweep be taken at \(V_{SD}=V_{DD}\), over a window that contains \(V_{GS}=0\), and let \(R=I_{\max}/I_{\min}\). Within the model above,

\[
\frac{I_{\max}}{R}\le I(0)\le I_{\max},\qquad (V_{DD}-V_{OL})\,I(0)\le P\le V_{DD}\,I(0),
\]

where \(P\) is the static power with input high. For given \(R\) and \(I_{\max}\), every value of \(I(0)\) in the first range can occur. A large ratio therefore permits a low static power but does not ensure it.

**Proof.** The current depends on the gate through \(x=V_T-V_{GS}\). Differentiating \(u+\ln u=(x-V)/a\) gives \(\partial u/\partial x=u/[a(1+u)]>0\). The hole charge grows with \(x\) at every point, and so does its integral, the current. Let the window cover \(x_1\le x\le x_2\). Then \(I_{\min}\) lies at \(x_1\) and \(I_{\max}\) at \(x_2\), while \(V_{GS}=0\) corresponds to \(x=V_T\), which lies between them. This proves the first pair of bounds.

Now change the net acceptor density \(N\) (negative if donors prevail), keeping everything else fixed, and move the sweep window by the same voltage as \(V_T\). The values \(x_1\) and \(x_2\), and hence \(I_{\max}\), \(I_{\min}\) and \(R\), stay as they were. Meanwhile \(V_T\) can be taken from \(x_1\) to \(x_2\), with zero gate voltage still inside the window, and \(I(0)\) runs continuously from \(I_{\min}\) to \(I_{\max}\).

For the power, note that \(\partial I/\partial V_{SD}=\mu(W/L)Q_d+1/R_{\rm leak}\), with \(Q_d\) the hole charge at the drain. This slope is positive and does not increase with \(V_{SD}\), so the current is a rising, concave function that starts from zero. At \(V_{SD}=V_{DD}-V_{OL}\) it is thus at most \(I(0)\) and at least \((1-V_{OL}/V_{DD})I(0)\). Multiplication by \(V_{DD}\) gives the second pair. ∎

Because \(I(0)\) grows with \(V_T\), any positive threshold gives more than the 24.8 nA found at \(V_T=0\), other parameters being equal. That value is already fifty times the floor: at \(V_T=0\) the condition \(u+\ln u=0\) gives \(u=0.567\), not zero.

## How negative the threshold must be

Let \(I_t\) be the allowed channel current, leakage excluded. When \(V_{DD}\) and \(V_{DD}-V_T\) are both much larger than \(a\), the drain term drops out and \(I_t=K(u^2/2+u)\). The positive root and the threshold are

\[
u=\sqrt{1+2I_t/K}-1,\qquad V_T=a(u+\ln u).
\]

For \(I_t=0.5\) nA, equal to the leakage, \(u=0.0149\) and \(V_T=-0.91\) V. A margin is needed: a drift from −1.0 to −0.5 V raises \(I(0)\) from 0.83 to 3.7 nA. There is also a price in speed, since moving the threshold from +2 to −1 V lowers the current at \(V_{GS}=-5\) V from 13.8 to 4.6 µA.

In the thin-film model, the 3 V between these thresholds corresponds to \(3C/q=2.65\times10^{12}\) acceptors per cm², a mean density of \(2.65\times10^{18}\) cm⁻³ in a 10 nm film. If they are spread evenly through such a film, with relative permittivity 15, their own band bending adds to the shift, which becomes about 4.1 V; about \(2\times10^{18}\) cm⁻³ is then enough for 3 V. Alternatively, the high input may be raised 3 V above the supply. This gives the +2 V device the same \(V_T-V_{GS}=-1\) V, but the driving stage must then run from 8 V. Built from the same transistors, with a +2 V p-channel threshold, that stage would itself draw about 59 µW with its input at 5 V, or 9 µW with its input at 8 V. With its input at 5 V, its low output would be about 1.9 V, above the 1 V threshold of the n-channel transistor it drives, so the driven inverter would also draw about 2.2 µW in that state. The static power then appears mainly in the driving stage; it is not removed.

## Effects left out of the model

The parameters are round values chosen for illustration, not fitted to a particular device. When the allowed current is well below \(K\), the threshold formula becomes \(V_T\simeq a\ln(I_t/K)\), so a wider tail calls for a more negative threshold. Real films are not infinitely thin. Allowing for band bending by the holes across 10 nm, with relative permittivity 15 and the fixed acceptors placed at the dielectric interface, lowers \(I(0)\) of the +2 V device from 1.115 to 0.95 µA. The same number of acceptors spread evenly through the film would instead raise it to about 1.9 µA, because the threshold then moves up as well. Contacts of 200 kΩ at each end, a rough value, lower it to 0.92 µA when taken alone. Fermi statistics, with the hole mass taken equal to the free-electron mass, shift the gate voltage needed for a given hole charge at the source of the +2 V device by only about 0.01 V at \(V_{GS}=0\), but by roughly 0.1 V at −5 V and 0.2 V at −10 V, where the holes are denser; the shifts needed for a given current are smaller, about 0.003, 0.04 and 0.14 V. At 350 K, with threshold, mobility and leakage resistance held fixed, the +2 V device hardly changes, while the −1 V device rises from 0.83 to 1.4 nA. If the fixed charges are held constant instead, the threshold itself rises by about 0.2 V (again with the free-electron mass), and the −1 V device reaches about 2.4 nA, while the +2 V device rises to about 1.35 µA. A thermally activated mobility would raise the channel currents further, by a factor of 1.3 for an activation energy of 0.05 eV. For a 50 nm dielectric of relative permittivity 8, which gives the \(C\) used here, the nominal field is 1 MV/cm at 5 V. At the ends of the sweep it is about 2 MV/cm between gate and source, and at +10 V, where the drain lies 15 V below the gate, it reaches 3 MV/cm at the drain. Tunnelling through an ideal barrier 2.5 eV high, made triangular by such fields, is negligible for a tunnelling mass of 0.3 electron masses. For a mass of 0.1, with 3 MV/cm taken over the whole gate area, rough estimates run from about 10 pA to several nA depending on the prefactor assumed, so it could come near the leakage floor or pass it. Leakage through defects is not covered by these estimates. A mobility that falls at low hole density would reduce the channel current, most strongly in the tail, whose slope would change too. Electrons are also left out: in a film with a narrow band gap they can carry current at positive gate voltage and raise the sweep minimum. None of the sized corrections removes the standby current of the +2 V device, which stays above a thousand times the floor. The numerical output below gives the remaining values.

## Calculated quantities

```
Supply 5.0 V; temperature 300 K; load 1.0 pF
Oxide: 50 nm, relative permittivity 8.0
Gate capacitance: 141.7 nF/cm2
p: mobility 1.0 cm2/Vs, W/L 5.0
p: swing 0.50 V/decade, leak 10 Gohm
n: mobility 10.0 cm2/Vs, W/L 1.0
n: swing 0.20 V/decade, leak 1000 Gohm
n threshold: 1.0 V; channel length 10 um
p slope factor n: 8.40; a: 0.2171 V; K: 33.40 nA
p trap density: 6.54e+12 /(cm2 eV)
Acceptors for +3 V shift: 2.65e+12 /cm2
Same in 10 nm film: 2.65e+18 /cm3
Sweep: V_GS -10 to +10 V at V_SD 5 V
V_T +2.0 V: sweep ratio 6.164e+04
  sweep maximum 30.82 uA, minimum 0.500 nA
  I(0) 1115.449 nA, I(-5 V) 13.772 uA
  useful ratio 12.35; V_OL 220.7372 mV
  input-high current 1115.427 nA, power 5577.14 nW
  input-low power 25.53 pW
  average power 2.789 uW; 1000 gates 2.789 mW
  charging energy 23.90 pJ; equal-power frequency 116.7 kHz
  power wrongly inferred from sweep minimum 2.50 nW
V_T +0.0 V: sweep ratio 4.787e+04
  sweep maximum 23.94 uA, minimum 0.500 nA
  I(0) 24.814 nA, I(-5 V) 7.344 uA
  useful ratio 295.97; V_OL 4.7695 mV
  input-high current 24.814 nA, power 124.07 nW
  input-low power 25.53 pW
V_T -1.0 V: sweep ratio 4.104e+04
  sweep maximum 20.52 uA, minimum 0.500 nA
  I(0) 0.832 nA, I(-5 V) 4.624 uA
  useful ratio 5554.97; V_OL 0.1599 mV
  input-high current 0.832 nA, power 4.16 nW
  input-low power 25.53 pW
Power ratio, V_T +2 to -1 V: 1340
Square-law I(0), V_T +2 V: 1.417 uA
Square-law useful ratio: 11.25
V_T for channel current equal to leak: -0.911 V
Film thickness 10 nm, permittivity 15: I(0) 0.954 uA
Contact 200 kohm each: I(0) 0.921 uA
Surface holes 3.90e+18 /cm3; Fermi gate shift 11.9 mV
350 K, fixed V_T +2.0 V: I(0) 1119.820 nA
350 K, fixed V_T -1.0 V: I(0) 1.369 nA
Drift of V_T from -1.0 to -0.5 V: I(0) 3.688 nA
Gate field: 5 V 1.0, 10 V 2.0 MV/cm
Tunnel barrier 2.5 eV, mass 0.3 m_e, attempt 1e+15 /s
Tunnel exponent 73.9; current estimate 5.4e-29 A
```
